# Do neighbouring indium atoms in a dilute alloy prove clustering?: test program

```python
"""
Result under test: in a random cation alloy with indium fraction x, the share
of indium atoms with at least one indium among 12 nearest cations is
    f = 1 - (1 - x)**12      (about 46 per cent at x = 0.05).
Also tested: connected groups, scatter of the pair-correlation parameter
alpha = (P(In|In) - x)/(1 - x), incomplete detection, a segregated composition
profile, and a weak In-In attraction.
Symbols: a lattice parameter, N number of cations, eta detection efficiency,
R segregation probability, eps attraction energy per In-In nearest pair.
Random lattices are periodic fcc cation lattices; occupations are counted
directly, without use of the formulas that they test.
"""
import itertools
import math
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

rng = np.random.default_rng(20517)
x = 0.05
a_nm = 0.57
temperature = 900.0
eta = 0.6
R = 0.8
deposited_layers = 20
window_layers = 40
eps_meV = 10.0


def fcc_lattice(cells):
    """Neighbour table and (001) layer index; lengths in units of a/2."""
    basis = np.array([[0, 0, 0], [0, 1, 1], [1, 0, 1], [1, 1, 0]])
    grid = np.indices((cells,) * 3).reshape(3, -1).T
    pos = np.concatenate([2 * grid + b for b in basis])
    steps = sorted(d for d in itertools.product((-1, 0, 1), repeat=3)
                   if sum(abs(c) for c in d) == 2)
    table = np.empty((len(pos), len(steps)), dtype=np.int64)
    for m, step in enumerate(steps):
        q = (pos + np.array(step)) % (2 * cells)
        sub = 2 * (q[:, 0] % 2) + q[:, 1] % 2
        c = q // 2
        table[:, m] = (sub * cells**3 + c[:, 0] * cells**2
                       + c[:, 1] * cells + c[:, 2])
    return table, pos[:, 2]


def count_in_neighbours(table, occupied, indices):
    return occupied[table[indices]].sum(axis=1)


def near_indium(table, indices):
    """Mark every site that has at least one indium neighbour."""
    marked = np.zeros(len(table), dtype=bool)
    marked[table[indices].ravel()] = True
    return marked


# Geometry from primitive vectors, independent of the neighbour table
primitive = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
combos = np.array([c for c in itertools.product(range(-3, 4), repeat=3)
                   if any(c)])
distances = np.linalg.norm(combos @ primitive, axis=1)
d_min = distances.min()
z = int(np.sum(np.abs(distances - d_min) < 1e-9))
assert z == 12 and abs(d_min - 1 / math.sqrt(2)) < 1e-12

cells = 35
table, layer = fcc_lattice(cells)
N = len(table)
assert table.shape[1] == z
for m in range(z):  # opposite steps must lead back to the start
    assert np.array_equal(table[table[:, m], z - 1 - m], np.arange(N))
borders = {len((set(table[0]) | set(table[j])) - {0, j}) for j in table[0]}
assert borders == {18}
pair_border = borders.pop()

# Formulas for the random alloy
f_random = 1 - (1 - x)**z
p_k = [math.comb(z, k) * x**k * (1 - x)**(z - k) for k in range(z + 1)]
single_formula = (1 - x)**z
pair_formula = z * x * (1 - x)**pair_border
sd_alpha_formula = 1 / math.sqrt(6 * N)
f_detected = 1 - (1 - eta * x)**z

# Direct counts in random lattices of fixed composition
n_in = round(x * N)
samples, group_samples = 300, 60
f_list, ga_list, alpha_list, detected_list = [], [], [], []
groups, largest = [], []
histogram = np.zeros(z + 1)
for sample in range(samples):
    idx = rng.choice(N, n_in, replace=False)
    occ = np.zeros(N, dtype=bool)
    occ[idx] = True
    k = count_in_neighbours(table, occ, idx)
    histogram += np.bincount(k, minlength=z + 1)
    f_list.append(np.mean(k > 0))
    alpha_list.append((k.mean() / z - n_in / N) / (1 - n_in / N))
    ga_list.append(near_indium(table, idx)[~occ].mean())
    seen = idx[rng.random(n_in) < eta]
    occ_seen = np.zeros(N, dtype=bool)
    occ_seen[seen] = True
    detected_list.append(
        np.mean(count_in_neighbours(table, occ_seen, seen) > 0))
    if sample < group_samples:
        local = np.full(N, -1)
        local[idx] = np.arange(n_in)
        partners = local[table[idx]]
        row, col = np.nonzero(partners >= 0)
        graph = coo_matrix((np.ones(len(row)), (row, partners[row, col])),
                           shape=(n_in, n_in))
        labels = connected_components(graph, directed=False)[1]
        sizes = np.bincount(labels)
        groups.append([np.sum(sizes == 1) / n_in,
                       2 * np.sum(sizes == 2) / n_in])
        largest.append(sizes.max())
histogram /= histogram.sum()
f_count, ga_count = np.mean(f_list), np.mean(ga_list)
sd_f, sd_alpha = np.std(f_list, ddof=1), np.std(alpha_list, ddof=1)
single_count, pair_count = np.mean(groups, axis=0)
detected_count = np.mean(detected_list)
# Tolerances are several standard errors of the sampled means
assert abs(f_count - f_random) < 0.0015
assert abs(ga_count - f_random) < 0.0015
assert np.max(np.abs(histogram - p_k)) < 0.0015
assert abs(np.mean(alpha_list)) < 5 * sd_alpha_formula / math.sqrt(samples)
assert abs(sd_alpha / sd_alpha_formula - 1) < 0.17
assert abs(single_count - single_formula) < 0.004
assert abs(pair_count - pair_formula) < 0.004
assert abs(detected_count - f_detected) < 0.002


# Segregated layer: surface balance, then layer-by-layer random occupation
def balance_profile(R_value, total):
    surface, profile = 0.0, []
    for n in range(1, total + 1):
        available = surface + (x if n <= deposited_layers else 0.0)
        profile.append((1 - R_value) * available)
        surface = R_value * available
    return np.array(profile)


def window_fractions(profile):
    padded = np.concatenate([[0.0], profile])
    below = padded[:window_layers]
    here = padded[1:window_layers + 1]
    above = padded[2:window_layers + 2]
    has = 1 - ((1 - below) * (1 - here) * (1 - above))**4
    p_in = np.sum(here * (below + here + above) / 3) / here.sum()
    mean = here.mean()
    return (np.sum(here * has) / here.sum(),
            np.sum((1 - here) * has) / np.sum(1 - here),
            mean, (p_in - mean) / (1 - mean),
            here.var() / (mean * (1 - mean)))


profile = balance_profile(R, 2 * cells)
n_layer = np.arange(1, 2 * cells + 1)
closed = np.where(n_layer <= deposited_layers, x * (1 - R**n_layer),
                  x * (1 - R**deposited_layers)
                  * R**(n_layer - float(deposited_layers)))
assert np.allclose(profile, closed, atol=1e-14)
f_seg, ga_seg, mean_seg, alpha_seg, alpha_var = window_fractions(profile)
f_sharp = window_fractions(balance_profile(0.0, 2 * cells))[0]
f_naive = 1 - (1 - mean_seg)**z
in_window = layer < window_layers
in_total = in_hits = in_contacts = ga_total = ga_hits = 0
for _ in range(200):
    occ = rng.random(N) < profile[layer]
    idx = np.flatnonzero(occ)
    marked = near_indium(table, idx)
    inside = idx[in_window[idx]]
    k = count_in_neighbours(table, occ, inside)
    in_total += len(inside)
    in_hits += np.sum(k > 0)
    in_contacts += k.sum()
    gallium = in_window & ~occ
    ga_total += gallium.sum()
    ga_hits += marked[gallium].sum()
f_seg_count, ga_seg_count = in_hits / in_total, ga_hits / ga_total
alpha_seg_count = (in_contacts / (z * in_total) - mean_seg) / (1 - mean_seg)
assert abs(f_seg_count - f_seg) < 0.005
assert abs(ga_seg_count - ga_seg) < 0.003
assert abs(alpha_seg_count - alpha_seg) < 0.001
assert abs(alpha_var / alpha_seg - 1) < 0.10  # slow-variation approximation
assert f_seg > f_naive + 0.05 and f_seg > ga_seg + 0.05

# Weak attraction: equilibrium lattice simulation by heat-bath updates
kT_meV = constants.k * temperature / constants.e * 1000
boltzmann = math.exp(eps_meV / kT_meV)
small = 20
table_s, _ = fcc_lattice(small)
N_s, block = len(table_s), small**3
activity = x / (1 - x) / (1 + x * (boltzmann - 1))**z
weight = activity * boltzmann**np.arange(z + 1)
probability = weight / (1 + weight)
occ = rng.random(N_s) < x
records = []
for sweep in range(1000):
    for sub in range(4):  # sites of one block are never nearest neighbours
        part = slice(sub * block, (sub + 1) * block)
        k = occ[table_s[part]].sum(axis=1)
        occ[part] = rng.random(block) < probability[k]
    if sweep >= 100:
        idx = np.flatnonzero(occ)
        k = count_in_neighbours(table_s, occ, idx)
        x_now = len(idx) / N_s
        records.append([x_now, (k.mean() / z - x_now) / (1 - x_now),
                        np.mean(k > 0),
                        near_indium(table_s, idx)[~occ].mean()])
x_att, alpha_att, f_att, ga_att = np.mean(records, axis=0)


def quasi_chemical(alpha):
    mixed = x_att * (1 - x_att)
    p_aa = x_att**2 + alpha * mixed
    p_bb = (1 - x_att)**2 + alpha * mixed
    return p_aa * p_bb / (mixed * (1 - alpha))**2 - boltzmann


alpha_qc = brentq(quasi_chemical, 0.0, 0.5)
p_qc = x_att + alpha_qc * (1 - x_att)
f_qc = 1 - (1 - p_qc)**z
assert abs(x_att - x) < 0.001
assert abs(alpha_att - alpha_qc) < 0.0008  # closed loops are left out
# Shell atoms also attract one another, which the estimate leaves out
assert 0 < f_qc - f_att < 0.012
assert f_att > f_random + 0.02 and f_att > ga_att + 0.02

print(f"indium fraction x: {x:.2f}; nearest cations: {z}")
print(f"lattice parameter: {a_nm:.2f} nm; "
      f"neighbour distance: {a_nm * d_min:.3f} nm")
print(f"cube edge: {cells} cells = {cells * a_nm:.2f} nm")
print(f"cations in cube: {N}; indium atoms: {n_in}")
print(f"sites bordering a neighbouring pair: {pair_border}")
print(f"mean number of In neighbours: {z * x:.2f}")
print(f"(1-x)^12: {single_formula:.4f}")
print(f"In with an In neighbour, formula: {100 * f_random:.2f} %")
print(f"In with an In neighbour, counted: {100 * f_count:.2f} %")
print(f"Ga with an In neighbour, counted: {100 * ga_count:.2f} %")
print(f"sample-to-sample deviation of In share: {100 * sd_f:.2f} % points")
print(f"expected In atoms with an In neighbour: {n_in * f_random:.0f}")
print(f"expected In-In neighbour pairs: {6 * N * x**2:.0f}")
for k in range(4):
    print(f"P({k} In neighbours), formula / counted: "
          f"{p_k[k]:.4f} / {histogram[k]:.4f}")
print(f"In in exact pairs, formula / counted: "
      f"{100 * pair_formula:.2f} / {100 * pair_count:.2f} %")
print(f"In in groups of three or more, formula: "
      f"{100 * (1 - single_formula - pair_formula):.2f} %")
print(f"mean size of largest group in cube: {np.mean(largest):.1f} atoms")
print(f"standard deviation of alpha, formula / counted: "
      f"{sd_alpha_formula:.5f} / {sd_alpha:.5f}")
print(f"detection efficiency: {eta:.2f}")
print(f"apparent In share after detection, formula / counted: "
      f"{100 * f_detected:.2f} / {100 * detected_count:.2f} %")
print(f"segregation probability R: {R:.2f}")
print(f"deposited layers: {deposited_layers} = "
      f"{deposited_layers * a_nm / 2:.2f} nm")
print(f"window: {window_layers} layers = {window_layers * a_nm / 2:.2f} nm")
print(f"peak In fraction in profile: {profile.max():.4f}")
print(f"mean In fraction in window: {mean_seg:.4f}")
print(f"In share, sharp layer without segregation: {100 * f_sharp:.2f} %")
print(f"In share, segregated layer, formula / counted: "
      f"{100 * f_seg:.2f} / {100 * f_seg_count:.2f} %")
print(f"share expected from mean window composition: {100 * f_naive:.2f} %")
print(f"Ga share in segregated window, formula / counted: "
      f"{100 * ga_seg:.2f} / {100 * ga_seg_count:.2f} %")
print(f"apparent alpha in window, layer formula / counted: "
      f"{alpha_seg:.4f} / {alpha_seg_count:.4f}")
print(f"apparent alpha from composition variance: {alpha_var:.4f}")
print(f"assumed attraction: {eps_meV:.1f} meV; temperature: "
      f"{temperature:.0f} K; kT: {kT_meV:.2f} meV")
print(f"Boltzmann factor of a pair: {boltzmann:.4f}")
print(f"In fraction in attraction simulation: {x_att:.4f}")
print(f"alpha with attraction, quasi-chemical / simulated: "
      f"{alpha_qc:.4f} / {alpha_att:.4f}")
print(f"In share with attraction, estimate / simulated: "
      f"{100 * f_qc:.2f} / {100 * f_att:.2f} %")
print(f"Ga share with attraction, simulated: {100 * ga_att:.2f} %")
print(f"simulated alpha / random deviation in cube: "
      f"{alpha_att / sd_alpha_formula:.1f}")
print("tests ok")
```

Output:

```
indium fraction x: 0.05; nearest cations: 12
lattice parameter: 0.57 nm; neighbour distance: 0.403 nm
cube edge: 35 cells = 19.95 nm
cations in cube: 171500; indium atoms: 8575
sites bordering a neighbouring pair: 18
mean number of In neighbours: 0.60
(1-x)^12: 0.5404
In with an In neighbour, formula: 45.96 %
In with an In neighbour, counted: 45.97 %
Ga with an In neighbour, counted: 45.97 %
sample-to-sample deviation of In share: 0.62 % points
expected In atoms with an In neighbour: 3941
expected In-In neighbour pairs: 2573
P(0 In neighbours), formula / counted: 0.5404 / 0.5403
P(1 In neighbours), formula / counted: 0.3413 / 0.3415
P(2 In neighbours), formula / counted: 0.0988 / 0.0986
P(3 In neighbours), formula / counted: 0.0173 / 0.0173
In in exact pairs, formula / counted: 23.83 / 23.74 %
In in groups of three or more, formula: 22.13 %
mean size of largest group in cube: 10.6 atoms
standard deviation of alpha, formula / counted: 0.00099 / 0.00097
detection efficiency: 0.60
apparent In share after detection, formula / counted: 30.62 / 30.62 %
segregation probability R: 0.80
deposited layers: 20 = 5.70 nm
window: 40 layers = 11.40 nm
peak In fraction in profile: 0.0494
mean In fraction in window: 0.0249
In share, sharp layer without segregation: 44.73 %
In share, segregated layer, formula / counted: 37.19 / 37.19 %
share expected from mean window composition: 26.15 %
Ga share in segregated window, formula / counted: 23.95 / 23.92 %
apparent alpha in window, layer formula / counted: 0.0143 / 0.0144
apparent alpha from composition variance: 0.0145
assumed attraction: 10.0 meV; temperature: 900 K; kT: 77.56 meV
Boltzmann factor of a pair: 1.1376
In fraction in attraction simulation: 0.0499
alpha with attraction, quasi-chemical / simulated: 0.0064 / 0.0065
In share with attraction, estimate / simulated: 49.95 / 49.50 %
Ga share with attraction, simulated: 45.26 %
simulated alpha / random deviation in cube: 6.6
tests ok
```
